# The Zero-Wavevector Term of Screened Exchange and Valence-Band Alignment: a program that tests the result

```python
"""
Result under test: for exchange with the interaction erfc(omega r)/r, weight
alpha, cell volume Omega and Nk mesh points, the zero-wavevector kernel is
v(0) = pi/omega^2. Dropping that one term raises every occupied level at a
mesh point by alpha*v(0)/(Nk*Omega) and leaves the empty levels in place.
Hartree atomic units are used inside; printed units are stated.
K: wavevector transfer including reciprocal lattice vectors.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
KB_EV = const.k / const.e
alpha, omega = 0.25, 0.11
v_zero = np.pi / omega**2


def kernel(k_squared):
    """Short-range kernel with its finite limit at K = 0."""
    safe = np.maximum(k_squared, 1e-12)
    value = -4 * np.pi * np.expm1(-safe / (4 * omega**2)) / safe
    return np.where(k_squared < 1e-12, v_zero, value)


# ---- kernel against direct quadrature of the interaction ----
def kernel_by_quadrature(K):
    integral = quad(lambda r: erfc(omega * r) * np.sin(K * r), 0, 80,
                    limit=500, epsabs=1e-12, epsrel=1e-11)[0]
    return 4 * np.pi * integral / K


for K in (0.05, 0.3, 1.0):
    assert abs(kernel_by_quadrature(K) / kernel(K**2) - 1) < 1e-7
v_zero_quad = 4 * np.pi * quad(lambda r: r * erfc(omega * r), 0, 80,
                               limit=500, epsabs=1e-11)[0]
assert abs(v_zero_quad / v_zero - 1) < 1e-8
K_small = 0.01
series = v_zero * (1 - K_small**2 / (8 * omega**2))
assert abs(kernel_by_quadrature(K_small) / series - 1) < 2e-6

# ---- localized Gaussian orbital: real-space integral against K sum ----
sigma, box = 1.5, 40.0          # density width and supercell edge, bohr
self_real = quad(lambda r: 4 * np.pi * r * erfc(omega * r)
                 * np.exp(-r**2 / (4 * sigma**2))
                 / (4 * np.pi * sigma**2)**1.5, 0, 40, epsabs=1e-12)[0]
line = (2 * np.pi / box * np.arange(-28, 29))**2
k2 = line[:, None, None] + line[None, :, None] + line[None, None, :]
self_sum = np.sum(np.exp(-k2 * sigma**2) * kernel(k2)) / box**3
self_dropped = np.sum((np.exp(-k2 * sigma**2) * kernel(k2))[k2 > 1e-12]) / box**3
assert abs(self_sum - self_real) < 1e-7
assert abs(self_real - self_dropped - v_zero_quad / box**3) < 1e-7


# ---- self-consistent crystal with two unequal wells per cell ----
def solve_crystal(lengths, mesh, keep_zero, n_occ=2):
    """Return levels and occupied projectors at all mesh points."""
    recip = 2 * np.pi / np.array(lengths)
    n_k = int(np.prod(mesh))
    volume = float(np.prod(lengths))
    basis = list(product(range(-2, 3), range(-1, 2), range(-1, 2)))
    diffs = list(product(range(-4, 5), range(-2, 3), range(-2, 3)))
    n_b = len(basis)
    find_b = {g: i for i, g in enumerate(basis)}
    find_d = {g: i for i, g in enumerate(diffs)}

    def minus(g, h):
        return tuple(x - y for x, y in zip(g, h))

    shift_index = np.array([[find_b.get(minus(g, d), n_b) for d in diffs]
                            for g in basis])
    diff_index = np.array([[find_d[minus(g, h)] for h in basis] for g in basis])
    wells = np.zeros(len(diffs))
    for s in (-1, 1):
        for g in ((2 * s, 0, 0), (0, s, 0), (0, 0, s)):
            wells[find_d[g]] = -0.4
        wells[find_d[(s, 0, 0)]] = -0.05
    basis_arr, diff_arr = np.array(basis), np.array(diffs)
    points = np.array(list(product(*[range(n) for n in mesh]))) / np.array(mesh)
    bare = [np.diag(0.5 * np.sum(((k + basis_arr) * recip)**2, axis=1))
            + wells[diff_index] for k in points]
    g2 = np.sum((diff_arr * recip)**2, axis=1)
    coulomb = np.where(g2 > 1e-12, 4 * np.pi / np.maximum(g2, 1e-12), 0.0)
    weights = {}
    for i, k in enumerate(points):
        for j, kp in enumerate(points):
            transfer2 = np.sum(((k - kp + diff_arr) * recip)**2, axis=1)
            v = kernel(transfer2)
            if not keep_zero:
                v = np.where(transfer2 < 1e-12, 0.0, v)
            weights[i, j] = v
    hams, old = bare, None
    for _ in range(120):
        solved = [np.linalg.eigh(h) for h in hams]
        occ = [vec[:, :n_occ] for _, vec in solved]
        proj = np.array([c @ c.conj().T for c in occ])
        if old is not None and np.max(np.abs(proj - old)) < 1e-11:
            return np.array([e for e, _ in solved]), proj
        old = proj
        shifted = [np.vstack([c, np.zeros((1, n_occ))])[shift_index] for c in occ]
        rho = sum(np.einsum("hgm,hm->g", s.conj(), c)
                  for s, c in zip(shifted, occ)) * 2 / (n_k * volume)
        hartree = (coulomb * rho)[diff_index]
        hams = []
        for i in range(n_k):
            exchange = np.zeros_like(hartree)
            for j in range(n_k):
                for m in range(n_occ):
                    s = shifted[j][:, :, m]
                    exchange = exchange + (s * weights[i, j]) @ s.conj().T
            h = bare[i] + hartree - alpha * exchange / (n_k * volume)
            hams.append(0.5 * (h + h.conj().T))
    raise RuntimeError("self-consistency not reached")


crystal_rows = []
for lengths, mesh in (((12.0, 6.0, 6.0), (2, 2, 2)), ((13.0, 7.0, 7.0), (1, 2, 1))):
    e_keep, p_keep = solve_crystal(lengths, mesh, True)
    e_drop, p_drop = solve_crystal(lengths, mesh, False)
    for e in (e_keep, e_drop):
        assert e[:, 2:].min() > e[:, :2].max()
    supervolume = np.prod(lengths) * np.prod(mesh)
    predicted = alpha * v_zero / supervolume
    change = e_drop - e_keep
    assert np.max(np.abs(change[:, :2] - predicted)) < 1e-8
    assert np.max(np.abs(change[:, 2:])) < 1e-8
    assert np.max(np.abs(p_drop - p_keep)) < 1e-8
    crystal_rows.append((supervolume * BOHR_NM**3, change[:, :2].min(),
                         change[:, :2].max(), np.abs(change[:, 2:]).max(),
                         predicted, e_keep[:, 2:].min() - e_keep[:, :2].max()))


# ---- separable one-band crystal: mesh convergence and off-mesh points ----
def bloch_1d(k, a, depth):
    n = np.arange(-6, 7)
    h = np.diag(0.5 * (2 * np.pi / a * (k + n))**2)
    h = h - 0.5 * depth * (np.eye(13, k=1) + np.eye(13, k=-1))
    return np.linalg.eigh(h)


def model_gap(depth, a):
    centre, edge = bloch_1d(0.0, a, depth)[0], bloch_1d(0.5, a, depth)[0]
    return edge[1] + 2 * centre[0] - 3 * edge[0]


def edge_exchange(k, n_mesh, a, depth, keep_zero=True):
    """Exchange energy of the occupied state at (k, k, k), in hartree."""
    state = bloch_1d(k, a, depth)[1][:, 0]
    overlap2, transfer = [], []
    for j in range(n_mesh):
        other = bloch_1d(j / n_mesh, a, depth)[1][:, 0]
        overlap2.append(np.correlate(state, other, "full")[7:18]**2)
        transfer.append(2 * np.pi / a * (k - j / n_mesh + np.arange(-5, 6)))
    w, q2 = np.concatenate(overlap2), np.concatenate(transfer)**2
    total2 = q2[:, None, None] + q2[None, :, None] + q2[None, None, :]
    v = kernel(total2)
    if not keep_zero:
        v[total2 < 1e-12] = 0.0
    return -alpha * np.einsum("i,j,k,ijk->", w, w, w, v, optimize=True) / (n_mesh * a)**3


# ---- worked example: rough silicon and hafnia cells ----
names = ("silicon", "hafnia")
volume_nm3 = {"silicon": 0.040, "hafnia": 0.138}
mesh_n = {"silicon": 4, "hafnia": 2}
gap_ev = {"silicon": 1.1, "hafnia": 5.8}
reference_n = {"silicon": 16, "hafnia": 8}
strength = alpha * v_zero * HARTREE_EV * BOHR_NM**3     # eV nm^3
shift, residual, needed, edge_len, depth = {}, {}, {}, {}, {}
for m in names:
    shift[m] = strength / (mesh_n[m]**3 * volume_nm3[m])
    n = 1
    while strength / (n**3 * volume_nm3[m]) > 0.010:
        n += 1
    needed[m] = n
    a = (volume_nm3[m] / BOHR_NM**3)**(1 / 3)
    edge_len[m] = a
    depth[m] = brentq(lambda d: model_gap(d, a) - gap_ev[m] / HARTREE_EV, 0.02, 3.0)
    residual[m] = (edge_exchange(0.5, mesh_n[m], a, depth[m])
                   - edge_exchange(0.5, reference_n[m], a, depth[m])) * HARTREE_EV

a, d = edge_len["hafnia"], depth["hafnia"]
limit_value = edge_exchange(0.5, 8, a, d)
kept_error = {n: edge_exchange(0.5, n, a, d) - limit_value for n in (2, 4)}
drop_error = {n: edge_exchange(0.5, n, a, d, False) - limit_value for n in (2, 4)}
# An inverse-volume law would leave the ratio below equal to one.
assert abs(kept_error[4] * 64) < 0.3 * abs(kept_error[2] * 8)
assert abs(drop_error[4] * 64 * a**3 / (alpha * v_zero) - 1) < 0.05
near = 0.5 + 1e-4
jump_kept = edge_exchange(near, 2, a, d) - edge_exchange(0.5, 2, a, d)
jump_drop = edge_exchange(near, 2, a, d, False) - edge_exchange(0.5, 2, a, d, False)
one_term = alpha * v_zero / (8 * a**3)
assert abs(jump_kept) < 1e-3 * one_term
assert abs(jump_drop / one_term + 1) < 1e-3

offset_error = shift["silicon"] - shift["hafnia"]
temperature = 400.0
thermal = np.exp(-gap_ev["silicon"] / (2 * KB_EV * temperature))
spin_orbit_split, gap_slope = 0.04, -0.3e-3     # rough inputs: eV, eV/K

print(f"exchange fraction alpha = {alpha:.2f}")
print(f"screening omega = {omega:.2f} 1/bohr = {omega / BOHR_NM:.3f} 1/nm")
print(f"v(0) from formula = {v_zero:.4f} hartree bohr^3")
print(f"v(0) from quadrature = {v_zero_quad:.4f} hartree bohr^3")
print(f"alpha*v(0) = {strength:.4f} eV nm^3")
print(f"Gaussian orbital: width {sigma:.1f} bohr, box {box:.0f} bohr")
print(f"  self-exchange, real space = {self_real:.6f} hartree")
print(f"  K sum with zero term = {self_sum:.6f} hartree")
print(f"  K sum without zero term = {self_dropped:.6f} hartree")
for i, (vol, low, high, empty, pred, gap) in enumerate(crystal_rows, 1):
    print(f"self-consistent crystal {i}: Nk*Omega = {vol:.4f} nm^3")
    print(f"  gap with term kept = {gap * HARTREE_EV:.3f} eV")
    print(f"  occupied shift, min and max = {low * HARTREE_EV:.6f}, "
          f"{high * HARTREE_EV:.6f} eV")
    print(f"  formula shift = {pred * HARTREE_EV:.6f} eV")
    print(f"  largest empty-level shift = {empty * HARTREE_EV:.1e} eV")
for m in names:
    print(f"{m}: rough cell volume = {volume_nm3[m]:.3f} nm^3, "
          f"mesh {mesh_n[m]}x{mesh_n[m]}x{mesh_n[m]}")
    print(f"  Nk*Omega = {mesh_n[m]**3 * volume_nm3[m]:.3f} nm^3")
    print(f"  valence-edge shift on omission = {shift[m]:.4f} eV")
    print(f"  mesh per axis for shift below 10 meV = {needed[m]}")
    print(f"  model crystal: rough gap {gap_ev[m]:.1f} eV, "
          f"reference mesh {reference_n[m]} per axis")
    print(f"  model mesh error, term kept = {residual[m] * 1e3:.3f} meV")
print(f"error of Ev(silicon)-Ev(hafnia) = {offset_error:.4f} eV")
for n in (2, 4):
    print(f"hafnia-size model, {n} per axis: error kept = "
          f"{kept_error[n] * HARTREE_EV * 1e3:.4f} meV, dropped = "
          f"{drop_error[n] * HARTREE_EV * 1e3:.3f} meV")
print(f"off-mesh jump, term kept = {jump_kept * HARTREE_EV * 1e3:.5f} meV")
print(f"off-mesh jump, term dropped = {jump_drop * HARTREE_EV * 1e3:.3f} meV")
print(f"kT at {temperature:.0f} K = {KB_EV * temperature * 1e3:.1f} meV")
print(f"silicon thermal factor exp(-Eg/2kT) = {thermal:.1e}")
print(f"rough spin-orbit splitting, silicon = {spin_orbit_split * 1e3:.0f} meV")
print(f"  edge rise, one third of it = {spin_orbit_split / 3 * 1e3:.0f} meV")
print(f"rough silicon gap slope = {gap_slope * 1e3:.1f} meV/K")
print(f"  gap change, 300 to 400 K = {gap_slope * 100 * 1e3:.0f} meV")
print("tests ok")
```

Running it gives:

```
exchange fraction alpha = 0.25
screening omega = 0.11 1/bohr = 2.079 1/nm
v(0) from formula = 259.6358 hartree bohr^3
v(0) from quadrature = 259.6358 hartree bohr^3
alpha*v(0) = 0.2617 eV nm^3
Gaussian orbital: width 1.5 bohr, box 40 bohr
  self-exchange, real space = 0.258257 hartree
  K sum with zero term = 0.258257 hartree
  K sum without zero term = 0.254200 hartree
self-consistent crystal 1: Nk*Omega = 0.5121 nm^3
  gap with term kept = 11.659 eV
  occupied shift, min and max = 0.511071, 0.511071 eV
  formula shift = 0.511071 eV
  largest empty-level shift = 1.2e-11 eV
self-consistent crystal 2: Nk*Omega = 0.1888 nm^3
  gap with term kept = 12.634 eV
  occupied shift, min and max = 1.386391, 1.386391 eV
  formula shift = 1.386391 eV
  largest empty-level shift = 8.3e-12 eV
silicon: rough cell volume = 0.040 nm^3, mesh 4x4x4
  Nk*Omega = 2.560 nm^3
  valence-edge shift on omission = 0.1022 eV
  mesh per axis for shift below 10 meV = 9
  model crystal: rough gap 1.1 eV, reference mesh 16 per axis
  model mesh error, term kept = -29.303 meV
hafnia: rough cell volume = 0.138 nm^3, mesh 2x2x2
  Nk*Omega = 1.104 nm^3
  valence-edge shift on omission = 0.2371 eV
  mesh per axis for shift below 10 meV = 6
  model crystal: rough gap 5.8 eV, reference mesh 8 per axis
  model mesh error, term kept = -17.095 meV
error of Ev(silicon)-Ev(hafnia) = -0.1348 eV
hafnia-size model, 2 per axis: error kept = -17.0946 meV, dropped = 219.982 meV
hafnia-size model, 4 per axis: error kept = -0.0152 meV, dropped = 29.619 meV
off-mesh jump, term kept = 0.00002 meV
off-mesh jump, term dropped = -237.077 meV
kT at 400 K = 34.5 meV
silicon thermal factor exp(-Eg/2kT) = 1.2e-07
rough spin-orbit splitting, silicon = 40 meV
  edge rise, one third of it = 13 meV
rough silicon gap slope = -0.3 meV/K
  gap change, 300 to 400 K = -30 meV
tests ok
```
